# The Hartree-Fock gap of a closed-shell electron-gas cell is not physical

**Q.** I ran Hartree-Fock (HF) for an unpolarized uniform electron gas: 14 electrons in a cubic periodic cell, density parameter $r_s=4$ bohr, wavevectors centred on $\Gamma$. The highest occupied and lowest empty eigenvalues are 7.0 eV apart. I know HF exaggerates gaps, but surely this says that the gas at this density has a sizeable HF gap?

**A.** Let us see what the number is made of. Which interaction did you use?

**Q.** Ewald, with the usual Madelung correction for the divergent exchange term.

**A.** Then the pair interaction is as follows, in atomic units. Let $v_E(r)$ be the periodic potential of a unit charge in a neutralizing background, with zero average over the cell, whose volume is $V=L^3$:

$$v_E(\mathbf r)=\frac1V\sum_{\mathbf q\neq0}\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r},\qquad \mathbf q=\frac{2\pi}{L}\times\text{integers}.$$

Near the charge, $v_E=1/r-\xi+O(r^2)$. The constant $\xi$ comes from the images and the background, and by dimensions $\xi=c/L$. An Ewald sum gives $c=2.8373$ for the simple cubic lattice. The correction amounts to using $w=v_E+\xi$, which tends to the bare $1/r$ at short distance. Its matrix elements between plane waves are $4\pi/(Vq^2)$ for $q\neq0$ and $\xi$ for $q=0$.

Plane waves solve the HF equations here: the density is uniform, so the Hartree term cancels against the background, and exchange conserves momentum. The exchange energy of a state is minus the sum of $w$ over occupied states of the same spin. An occupied state finds itself in that sum, at $q=0$; an empty one does not. Hence

$$\varepsilon_{\mathbf k}^{\rm occ}=\frac{k^2}{2}-S_{\mathbf k}-\xi,\qquad \varepsilon_{\mathbf k}^{\rm emp}=\frac{k^2}{2}-S_{\mathbf k},\qquad S_{\mathbf k}=\sum_{\mathbf k'\,{\rm occ},\,\mathbf k'\neq\mathbf k}\frac{4\pi}{V|\mathbf k-\mathbf k'|^2}.$$

Now write $\mathbf k=2\pi\mathbf n/L$. Then $k^2/2=2\pi^2n^2/L^2$, and each term of $S$ is $4\pi L^2/(4\pi^2L^3|\mathbf n-\mathbf m|^2)=1/(\pi L|\mathbf n-\mathbf m|^2)$. With $A(\mathbf n)=\sum_{\mathbf m\,{\rm occ},\,\mathbf m\neq\mathbf n}|\mathbf n-\mathbf m|^{-2}$, subtraction gives

$$\Delta=\frac{2\pi^2\,\delta(n^2)}{L^2}+\frac{A_{\rm occ}-A_{\rm emp}}{\pi L}+\frac cL ,$$

where $\delta(n^2)$ is the difference of $n^2$ between the two states.

**Q.** Let me put in my cell. Seven wavevectors are filled, $n^2\le1$, and $L=(4\pi\cdot14/3)^{1/3}r_s=15.54$ bohr, or 8.22 Å. The highest occupied state is of type $(1,0,0)$ and the lowest empty one of type $(1,1,0)$. The occupied one has the origin at squared distance 1, four neighbours at 2 and one at 4, so $A_{\rm occ}=1+2+\tfrac14=3.25$. The empty one has two neighbours at 1, one at 2, two at 3 and two at 5, so $A_{\rm emp}=2+\tfrac12+\tfrac23+\tfrac25=3.57$. In eV:

- kinetic: 2.22
- exchange: −0.18
- Madelung: 4.97
- sum: 7.02

So most of it is the Madelung term. But that term belongs to the interaction. Why should I discount it?

**A.** Ask what the gap is supposed to measure: the cost of adding an electron in one place and removing one in another. Compute it from total energies with the orbitals frozen. For $N$ electrons and a background of charge $N_b$, all interacting through $w$, the $q=0$ part of the electron-electron, electron-background and background-background energy is $\tfrac12\xi(N^2-2NN_b+N_b^2)$. The $q=0$ part of exchange is $-\tfrac12\xi N$. So

$$E(N,N_b)=T-X+\tfrac12\xi\left[(N-N_b)^2-N\right],$$

with $T$ the kinetic energy and $X$ the exchange sum over pairs with different wavevectors. Adding an electron in state $a$ changes $T-X$ by $k_a^2/2-S_a$; removing one from state $i$ changes it by $-(k_i^2/2-S_i)$. These two together make $\Delta-\xi$. What remains is the bracket in $E(N_0+1)+E(N_0-1)-2E(N_0)$.

If the background keeps its charge $N_b=N_0$, the bracket contributes

$$\tfrac12\xi\left[(1-N_0-1)+(1-N_0+1)+2N_0\right]=\xi .$$

If the background neutralizes each cell, $N_b=N$, it contributes

$$\tfrac12\xi\left[-(N_0+1)-(N_0-1)+2N_0\right]=0 .$$

**Q.** So the first convention returns my 7.02 eV, and the second returns 7.02 − 4.97 = 2.05 eV, for the same orbitals?

**A.** Yes. A bulk property cannot depend on how the background of a charged cell is booked, and indeed the difference vanishes as $1/L$. The same difference arises for any orbitals, so by itself it does not say which of the two values is nearer the bulk. You can also avoid charged cells altogether and promote an electron from $i$ to $a$ with its spin kept. Then $N$ is fixed and the bracket does not change. The promoted electron no longer exchanges with the state it left, so $S_a$ loses the term $4\pi/(V|\mathbf k_a-\mathbf k_i|^2)$, and

$$E_{i\to a}-E_0=\Delta-\xi+\frac{4\pi}{V|\mathbf k_a-\mathbf k_i|^2}.$$

In your cell, with $a$ and $i$ adjacent wavevectors, this is 2.048 + 0.557 = 2.605 eV. The Madelung term is absent.

**Q.** That shows the term is ambiguous. But the correction was introduced to bring finite cells closer to the bulk. Does it fail to?

**A.** It depends on where the state lies relative to the Fermi surface. The bulk exchange energy is an integral over $\mathbf q$; the cell replaces it by a sum without $q=0$. Let $g(q)$ be the fraction of neighbours at distance $q$ from $\mathbf k$ that are occupied, averaged over the direction of $\mathbf k$, and let $\hat g(r)$ be its Fourier transform, normalized so that $\int\hat g\,d^3r=g(0)$. By the definition of $v_E$,

$$\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}g-\frac1V\sum_{\mathbf q\ne0}\frac{4\pi}{q^2}g=\int\! d^3r\,\hat g(r)\left[\frac1r-v_E(\mathbf r)\right]\approx\xi\,g(0).$$

The last step holds when $g$ changes little over the grid spacing $q\sim2\pi/L$: $\hat g$ is then concentrated at $r\ll L$, where the bracket is nearly $\xi$. This is assured when $k_FL\gg1$ and, for a state off the Fermi surface, also $|k-k_F|\gg2\pi/L$ and $k\gg2\pi/L$, since $g$ starts to change at $q=|k-k_F|$ and, for a state inside the sphere, falls from 1 to 0 over a width $2k$. So the sum loses $\xi$ times the occupied fraction of the immediate neighbourhood.

**Q.** Deep inside the Fermi sphere that is $\xi$, and far outside it is zero. Those are just the corrections that the Ewald scheme makes.

**A.** And on the surface? The neighbour $\mathbf k+\mathbf q$ is occupied if $k^2+q^2+2kq\cos\theta<k_F^2$. Since $\cos\theta$ is uniformly distributed over directions,

$$g(q)=\frac12\left(1+\frac{k_F^2-k^2-q^2}{2kq}\right),$$

cut off at 0 and 1. At $k=k_F$ this is $\tfrac12(1-q/2k_F)$, which varies only on the scale $k_F$, so the step applies with $g(0)=\tfrac12$. For a state much closer to the surface than $2\pi/L$ the step cannot be used directly, because $g$ keeps its value at $q=0$, which is 1 or 0, only up to $q=|k-k_F|$. That range holds no grid point and adds almost nothing to the integral. The integral and the sum over $q\neq0$ are both continuous in $k$, so the loss tends to its surface value as $k\to k_F$. The approach is slow: with a Fermi sphere of radius $6\times2\pi/L$, a state inside the surface by a tenth of the grid spacing still loses $0.70\,\xi$. On the surface itself, half of the immediate neighbourhood is occupied.

**Q.** Half a neighbourhood, so the sum loses $\xi/2$. But the occupied state is lowered by the full $\xi$ and the empty one by nothing.

**A.** So, on this average, the occupied level ends up too low by $\xi/2$ and the empty level too high by $\xi/2$. Together these errors make a false gap of $\xi$. The average has a concrete realization: twisted boundary conditions shift the grid of wavevectors, and averaging over twists with $k_F$ held fixed brings every direction into play, while $N$ then varies from twist to twist. For $q\neq0$, $g(q)$ is continuous in $k$ across $k_F$, and so are the averaged sum and the kinetic energy. With the background neutralizing each twist, the averaged eigenvalue therefore jumps at $k_F$ by exactly $\xi$, whatever the size of the cell. With a fixed background charge the $q=0$ Hartree term $\xi(N-N_b)$ jumps as well, because $N$ drops by two as the state of each spin leaves the sphere, and the jump becomes $-\xi$.

I evaluated the lattice sums over 4000 directions for a Fermi sphere of radius $6\times2\pi/L$, with a mean $N$ of 1810 at $r_s=4$ bohr. The loss, as a fraction of $\xi$, was 1.00 at $k_F/2$, 0.49 just inside the surface, 0.48 just outside it and 0.00 at $1.5k_F$. The averaged eigenvalue rose by 0.985 eV between two radii one part in $10^4$ inside and outside $k_F$, against $\xi=0.983$ eV. The small excess is the ordinary rise of the kinetic and exchange energies between those radii.

**Q.** Would this argument condemn the Madelung correction in an insulator too?

**A.** No. There a band is filled throughout the Brillouin zone, so an occupied state has all its near neighbours in that band occupied. An empty state has vanishing overlap with the filled bands as $q\to0$. The fractions are 1 and 0 on the two sides of the gap, and the correction is right at this order. It is the Fermi surface that spoils it.

**Q.** Then I subtract $\xi$ and report 2.05 eV as the HF gap of the gas.

**A.** What is left is the spacing of kinetic shells plus a difference of lattice sums, and these belong to the cell as well. The bulk limit follows from the same $g$. The exchange energy is $-\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}g=-\frac2\pi\int_0^\infty g\,dq$. For $k<k_F$, $g=1$ up to $q=k_F-k$, and the formula above applies from there to $k_F+k$:

$$\int_0^\infty\! g\,dq=(k_F-k)+k+\frac{k_F^2-k^2}{4k}\ln\frac{k_F+k}{k_F-k}-\frac{(k_F+k)^2-(k_F-k)^2}{8k}.$$

The last fraction is $k_F/2$, so

$$\int_0^\infty\! g\,dq=\frac{k_F}{2}+\frac{k_F^2-k^2}{4k}\ln\left|\frac{k_F+k}{k_F-k}\right| .$$

For $k>k_F$ the range starts at $k-k_F$, the first two terms are replaced by $k_F$, and the result is the same. At $k=k_F$ the logarithm is multiplied by zero, so the exchange energy is continuous: the unpolarized plane-wave HF state has no gap in the bulk. The slope of the exchange energy does diverge logarithmically there, which is a defect of HF with the unscreened interaction, but a steep slope is not a gap. All of this concerns the plane-wave state, which solves the HF equations but need not minimize the HF energy. In your own cell at $r_s=4$ bohr it does not: a spin-density modulation of wavevector $\frac{2\pi}{L}(1,1,1)$ lowers the energy slightly. Whether such a broken-symmetry HF state has a gap in the bulk is a separate question, and nothing here settles it.

**Q.** How fast does my gap disappear as the cell grows?

**A.** At fixed density $L\propto N^{1/3}$, so the Madelung term falls as $N^{-1/3}$, and the kinetic term, for neighbouring shells, as $N^{-2/3}$. The exchange term carries $1/L$ times a number that depends on which lattice points are filled. Here are some closed shells at $r_s=4$ bohr, in eV:

| $N$ | kinetic | exchange | Madelung | gap |
|---|---|---|---|---|
| 14 | 2.22 | −0.18 | 4.97 | 7.02 |
| 54 | 0.90 | 0.41 | 3.17 | 4.48 |
| 186 | 0.40 | 0.01 | 2.10 | 2.50 |
| 1030 | 0.13 | −0.21 | 1.19 | 1.11 |
| 3006 | 0.06 | −0.05 | 0.83 | 0.84 |

Even with 3006 electrons the gap is 0.84 eV, nearly all of it Madelung. At $N=1030$ the gap is smaller than its Madelung term, so subtracting $\xi$ would leave a negative "gap".

**Q.** Is the decay then a clean $N^{-1/3}$?

**A.** For the twist-averaged jump, yes. For single $\Gamma$ cells it is approximate. Over all 43 closed shells from $N=14$ to 3006, a least-squares line through $\ln\Delta$ against $\ln N$ has slope −0.38. The kinetic term, which decays faster, pulls the slope away from $-1/3$ in this direction. The product $L\Delta$ scatters between 2.5 and 4.6 in atomic units, around and above $c=2.84$. I have not shown that it settles to a limit for $\Gamma$ cells, because the exchange number keeps changing from shell to shell.

**Q.** And is the Madelung term the largest part in every cell?

**A.** It was in all 43 of those, but that depends on density. It exceeds the kinetic term when $c/L>2\pi^2\delta(n^2)/L^2$, that is, when

$$L>\frac{2\pi^2}{c}\,\delta(n^2)=3.68\ \text{Å}\times\delta(n^2).$$

For $\delta(n^2)=1$ this length corresponds to about one electron at $r_s=4$ bohr, but to about 80 at $r_s=1$ bohr. Your 14-electron cell at $r_s=1$ bohr would have a gap of 54.8 eV whose largest part is the kinetic shell spacing, 35.6 eV, against 19.9 eV from the Madelung term. That gap would be no more physical; it would be a different effect of the same finite cell.
